\section*{Two-beam channelling contrast and its odd dependence on deviation parameter, part 2}

How does the backscattered-electron signal from a crystal change as the beam tilts through a Bragg condition? Large-angle scattering is taken as proportional to the density of beam electrons at the nuclei. The crystal fills $z>0$. Its reflecting planes are perpendicular to the surface and spaced by $2\pi/g$ along $x$, with one at $x=0$. Wave numbers are in radians per length.

The incident wave has unit density, wave number $K$ and normal component $K_z$. The potential $V$ enters through $U=2\gamma meV/\hbar^2$, with $e>0$ the elementary charge, $m$ the electron rest mass and $\gamma$ the relativistic mass factor. $V_g$ and $U_g>0$ are the Fourier coefficients at $g$, and $\xi_g=2\pi K_z/U_g$ is the extinction distance. For a beam at angle $\theta$ to the planes, the deviation parameter is
\begin{equation}
w=\frac{gK}{U_g}\left(\sin\theta-\sin\theta_B\right),\qquad
\sin\theta_B=\frac{g}{2K}.
\label{eq:angle}
\end{equation}
Thus $w<0$ means incidence inside the Bragg angle $\theta_B$.

The direct and diffracted beams have amplitudes $\phi_0(z)$ and $\phi_g(z)$, with $\phi_0(0)=1$ and $\phi_g(0)=0$. Their density is $|\phi_0|^2+|\phi_g|^2+2\,\mathrm{Re}(\phi_0^*\phi_ge^{igx})$. Without absorption, the Bloch waves have normalised real coefficients obeying
\begin{equation}
\mu C_0=C_g,\qquad \mu C_g=C_0+2wC_g .
\label{eq:eigen}
\end{equation}
With $\sigma=\sqrt{1+w^2}$, the solutions $\mu_\pm=w\pm\sigma$ have wave numbers along $z$ offset from $K_z$ by $(\pi/\xi_g)\mu_\pm$, products $C_0C_g=\pm1/(2\sigma)$ and excitations $\frac12(1\mp w/\sigma)$. The plus wave is concentrated on the planes, the minus wave between them.

On the planes at depth $z$, the interference density is $-w[1-\cos(2\pi\sigma z/\xi_g)]/(1+w^2)$. Its depth average, $-w/(1+w^2)$, was checked on a real-space grid for a weak potential.

Nuclei vibrate along $x$ with standard deviation $u$, giving the localisation factor $D=e^{-g^2u^2/2}$. The depth-averaged signal, relative to that of an unmodulated wave, is
\begin{equation}
S=1-D\,\frac{w}{1+w^2}.
\label{eq:signal}
\end{equation}
The ideal law, for sources exactly on the planes, has $D=1$.

\subsection{A finite coherent depth}

Scattering removes electrons from the two beams. First let this loss be uniform across the cell, so that the channelled intensity falls as $e^{-z/\lambda}$. The weight of depth $z$ in the signal is then $e^{-z/\lambda}/\lambda$. With $\kappa=2\pi\sigma/\xi_g$,
\begin{equation}
\frac1\lambda\int_0^\infty e^{-z/\lambda}\cos\kappa z\,dz
=\mathrm{Re}\,\frac{1}{1-i\kappa\lambda}=\frac{1}{1+\kappa^2\lambda^2}.
\end{equation}
The mean of $1-\cos\kappa z$ is $\kappa^2\lambda^2/(1+\kappa^2\lambda^2)$. Put $L=2\pi\lambda/\xi_g$, so that $\kappa\lambda=\sigma L$. One factor $\sigma^2=1+w^2$ cancels, and for sources on the planes
\begin{equation}
S=1-\frac{wL^2}{1+L^2(1+w^2)} .
\label{eq:finite}
\end{equation}
The simple law returns when $L^2(1+w^2)\gg1$. To find the extrema, write the interference magnitude as $|w|L^2/(1+L^2+L^2w^2)$. Setting its derivative to zero gives $L^2w^2=1+L^2$, so
\begin{equation}
|w|=\sqrt{1+\frac1{L^2}},\qquad
|S-1|_{\max}=\frac{L}{2\sqrt{1+L^2}} .
\end{equation}
A short coherent depth lowers the extrema and moves them away from the Bragg condition.

\subsection{Absorption that is itself localised}

Loss from the channelled beams is partly caused by the same atoms that produce the signal. Let $r$ be the relative localisation of this loss: $r=0$ for loss spread evenly over the cell, and $r=1$ for loss confined to the planes.

Without loss, the Bloch-wave offsets $(\pi/\xi_g)\mu$ and Eq.~(\ref{eq:eigen}) are equivalent to the depth equations $\phi_0'=i(\pi/\xi_g)\phi_g$ and $\phi_g'=i(\pi/\xi_g)(\phi_0+2w\phi_g)$. With loss they become
\begin{align}
\phi_0'&=\frac{i\pi}{\xi_g}\phi_g-\frac{1}{2\lambda}(\phi_0+r\phi_g),\\
\phi_g'&=\frac{i\pi}{\xi_g}(\phi_0+2w\phi_g)-\frac{1}{2\lambda}(r\phi_0+\phi_g).
\end{align}
Define $N=|\phi_0|^2+|\phi_g|^2$ and $P=2\,\mathrm{Re}(\phi_0^*\phi_g)$. Form $N'=2\,\mathrm{Re}(\phi_0^*\phi_0'+\phi_g^*\phi_g')$. The coupling terms contribute $i$ times the real number $(\pi/\xi_g)(P+2w|\phi_g|^2)$, which has no real part. The loss terms give
\begin{equation}
N'=-\frac1\lambda(N+rP).
\end{equation}
For $0\le r<1$ all intensity is eventually lost, since $|P|\le N$. Integrate from $N(0)=1$ to $N(\infty)=0$, and let a bar denote $\lambda^{-1}\int_0^\infty dz$. Then $\bar N+r\bar P=1$. The signal from sources of localisation $D$ is $S=\bar N+D\bar P$, and subtraction gives
\begin{equation}
S=1+(D-r)\bar P .
\label{eq:balance}
\end{equation}

If loss and signal are equally localised, $r=D$, the contrast vanishes. Every channelled electron is then removed once, with the same chance of giving signal wherever it is removed. The density at the planes changes how deep the removal happens, but not how many removals there are. Odd interference density is thus not sufficient for contrast in a thick crystal: the signal and the total loss must differ in localisation. Compare two settings at equal tilts on either side of the Bragg condition. If the signal is the more localised, the brighter one lies inside the Bragg angle; if the loss is the more localised, the factor $D-r$ is negative and the order is reversed. This conclusion assumes that signal is collected equally from all depths.

Localised absorption also spoils the oddness. To first order in the loss, a Bloch wave decays at the rate
\begin{equation}
\frac1\lambda(1+2rC_0C_g)=\frac1\lambda\left(1\pm\frac r\sigma\right).
\end{equation}
The wave on the planes dies sooner and the wave between them survives longer. With the beating terms neglected,
\begin{equation}
\bar P\simeq\frac{1}{2\sigma}\left[\frac{1-w/\sigma}{1+r/\sigma}-\frac{1+w/\sigma}{1-r/\sigma}\right].
\label{eq:pbar}
\end{equation}
For $r=0$ this is $-w/\sigma^2$, as it should be. For $r>0$ the negative values are enhanced and the positive ones reduced. The zero of this expression moves from $w=0$ to $w=-r$, so for $r<D$ the signal just inside the Bragg angle, $-r<w<0$, lies below the background.

\subsection{Copper: potential and angles}

The example is the 220 row of fcc copper at 20 keV. The cubic lattice parameter $a=0.36$ nm and the thermal displacement $u=0.0085$ nm are rough values. Then
\begin{equation}
g=\frac{2\pi\sqrt8}{a}=49.37\ \mathrm{nm^{-1}},\qquad
\frac{2\pi}{g}=0.1273\ \mathrm{nm}.
\end{equation}
All atoms of the fcc lattice lie on these planes: the products of $(2,2,0)$ with the fractional positions $(0,0,0)$, $(\frac12,\frac12,0)$, $(\frac12,0,\frac12)$ and $(0,\frac12,\frac12)$ are integers.

Poisson's equation gives $g^2V_g=\rho_g/\varepsilon_0$, where $\rho_g$ is the Fourier coefficient of the charge density. With nuclear charge number $Z$, X-ray form factor $f$ and volume per atom $\Omega=a^3/4=0.01166\ \mathrm{nm^3}$,
\begin{equation}
V_g=\frac{e(Z-f)}{\varepsilon_0\Omega g^2}D .
\end{equation}
Here $D$ enters because the beams see the thermally averaged potential. This is separate from its role in the signal. The electron density of a free atom, computed non-relativistically with the PBE functional and the def2-TZVP basis, gives $f=16.67$; the larger def2-QZVP basis lowers this by 0.01. With $e/\varepsilon_0=18.10$ V nm and $D=0.916$,
\begin{equation}
V_g=\frac{18.10\times12.33}{0.01166\times(49.37)^2}\times0.916\ \mathrm V\simeq7.19\ \mathrm V.
\end{equation}
Superposing free atoms leaves out bonding. Relativistic changes of the atomic density are also omitted; at the scalar level they raise $f$ by about 0.02 and lower $V_g$ by about 0.01 V. The treatment of exchange and correlation matters somewhat more: in the same basis the local density approximation gives $f=16.66$ and Hartree--Fock gives $f=16.71$ with $V_g=7.16$ V. $V_g$, $U_g$ and $\xi_g$ are therefore uncertain by about 0.4\% within this free-atom model.

At 20 keV, $K=731.6\ \mathrm{nm^{-1}}$ and $U_g=196.1\ \mathrm{nm^{-2}}$. The Bragg angle follows from $\sin\theta_B=49.37/(2\times731.6)$, or $\theta_B=1.93^\circ$, and
\begin{equation}
\xi_g=\frac{2\pi K\cos\theta_B}{U_g}=23.4\ \mathrm{nm}.
\end{equation}
At $|w|=1$ the beat period is $\xi_g/\sqrt2=16.6$ nm. Linearising Eq.~(\ref{eq:angle}), the tilt from the Bragg condition to $|w|=1$ is
\begin{equation}
\delta\theta=\frac{U_g}{gK\cos\theta_B}=5.43\ \mathrm{mrad}=0.31^\circ .
\end{equation}

\subsection{Copper: the contrast and its corrections}

Define the edge contrast as
\begin{equation}
C=\frac{S(-1)-S(+1)}{S(-1)+S(+1)} .
\end{equation}
The ideal law gives plane densities 1.5 and 0.5, hence $C=0.50$.

Let the coherent depth be $\lambda=20$ nm, a rough value. Then $L=5.36$, and Eq.~(\ref{eq:finite}) gives $C=L^2/(1+2L^2)=0.49$. The finite depth matters little here because $2L^2$ is much larger than one. Thermal spread lowers the contrast to $0.916\times0.4915=0.45$.

Localised absorption has a larger effect. For a chosen $r=0.5$, with $\lambda$ and $D$ held fixed, the signals are 1.113 at $w=-1$ and 0.645 at $w=+1$, so $C=0.27$. Their mean is 0.88 instead of 1, so the response is no longer odd about the background. Equation~(\ref{eq:pbar}) accounts for this. It gives $\bar P\simeq0.29$ and $-0.86$, while Eq.~(\ref{eq:balance}) with the computed signals gives $0.27$ and $-0.85$.

Other reflections of the row also matter. With 12 beams, the thermally averaged potential and no absorption, the depth-averaged densities exactly on the planes are 1.678 at $w=-1$ and 0.558 at $w=+1$. Half their difference is 0.560, which is 12\% above the two-beam value, and their mean lies 0.118 above one. The size is reasonable. Near the Bragg condition, the beams $-g$ and $2g$ differ from the strong pair by about $2g^2$ in squared transverse wave number. Their amplitudes are therefore of order $U_g/(2g^2)\simeq0.04$, and interference doubles this in the density. This estimate covers only the coupling through $U_g$. With only $U_g$ kept in the potential, the same 12 beams give a half-difference of 0.542 and a mean 0.078 above one. The higher harmonics of the potential, chiefly the second, supply the rest.

A fan of beam directions averages the response over $w$. For directions spread evenly in tilt, with half-width $\Delta$ about $w_0$, integration gives
\begin{equation}
-\frac{1}{2\Delta}\int_{w_0-\Delta}^{w_0+\Delta}\frac{w\,dw}{1+w^2}
=-\frac{1}{4\Delta}\ln\frac{1+(w_0+\Delta)^2}{1+(w_0-\Delta)^2}.
\end{equation}
A half-angle of 2 mrad corresponds to $\Delta=2/5.43=0.37$. At $w_0=-1$ the ideal interference density falls from 0.500 to 0.488. The loss is small because the average is taken about an extremum. At a half-angle of 5.43 mrad, where $\Delta=1$, the same formula gives $\frac14\ln5\simeq0.40$, and a wider fan lowers the value further.

Two neglected effects are much smaller. The mean inner potential of the superposed atoms is 22.7 V, about 0.1\% of the beam voltage; the larger def2-QZVP basis raises it by about 0.1 V, and scalar relativistic effects lower it by about 0.2 V. The local density approximation gives 22.5 V and Hartree--Fock 23.2 V. The periodic potential gives an entrance reflection amplitude of scale $U_g/(4K^2)=9\times10^{-5}$. The mean potential gives about three times as much, in the ratio of 22.7 V to 7.19 V, which is still negligible.

\subsection{Beside a real microscope}

The beam energy and the convergence angle are set by the operator of the microscope. The values of $\lambda$ and $r$ are less certain. They are model inputs, not measured properties of copper.

Two assumptions can change the contrast by a large factor. One is the value of $r$: by Eq.~(\ref{eq:balance}), the contrast vanishes at $r=D$. The other is that all the signal comes from the channelled wave field. Many electrons lose that field first and are backscattered later, from greater depth. If backscattering is spread over roughly 300 nm, the channelled layer supplies a share $\lambda/(300\ \mathrm{nm})$ of the signal averaged over the two orientations, and the rest does not depend on orientation, the contrast becomes
\begin{equation}
0.266\times\frac{20}{300}\simeq0.018 ,
\end{equation}
or about 2\%. If the share refers instead to the signal of an unmodulated wave, the channelled mean of 0.88 lowers this to 0.016. This is an order-of-magnitude estimate that rests on the chosen values of $\lambda$, $r$ and the backscattering depth. The ideal value of 50\% is a modulation of density at the atoms, not a prediction of image contrast.

The derivation also requires planes perpendicular to the surface. For inclined planes, $g$ has a component along the surface normal, the separation used here no longer applies, and the entrance matching must be done again. Non-systematic reflections and full multiple scattering were not computed; near a zone axis, where several rows are excited together, a two-beam description is inadequate. The numerical output gives the remaining values for the example.

\section*{Numbers as computed}
\begin{verbatim}
Beam energy: 20 keV
Lattice parameter (rough): 0.36 nm
Thermal rms displacement (rough): 0.0085 nm
220 plane spacing: 0.1273 nm
g: 49.37 rad/nm
K: 731.6 rad/nm
Electrons in computed atom: 29.0000
X-ray form factor at g: 16.669 electrons
Direct/Poisson potential transform: 1.00000
V_g with thermal factor: 7.189 V
V_2g with thermal factor: 2.264 V
U_g: 196.06 rad^2/nm^2
Extinction distance xi: 23.43 nm
Beat period at |w|=1: 16.57 nm
Bragg angle: 1.933 deg
Angular offset for |w|=1: 5.43 mrad
w for incidence along the planes: -6.21
Interference density at atoms, w=-3.0: +0.3000
Interference density at atoms, w=-1.0: +0.5000
Interference density at atoms, w=-0.4: +0.3448
Interference density at atoms, w=+0.0: -0.0000
Interference density at atoms, w=+0.4: -0.3448
Interference density at atoms, w=+1.0: -0.5000
Interference density at atoms, w=+3.0: -0.3000
Peak position found numerically: w=-1.0000
Largest real-space grid deviation: 6.0e-04
Many-beam density, w=-1: 1.6778
Many-beam density, w=+1: 0.5580
Many-beam half-difference: 0.5599
Many-beam mean minus 1: +0.1179
Coherent depth (rough): 20 nm
L = 2 pi depth/xi: 5.363
Finite-depth signal, w=-1 and +1: 1.4915, 0.5085
Finite-depth contrast: 0.4915
Thermal localisation factor D: 0.9157
Contrast with thermal spread: 0.4500
Chosen absorption localisation r: 0.50
Absorbing signal, w=-1 and +1: 1.1130, 0.6448
Contrast with absorption too: 0.2663
Beam half-angle: 2.0 mrad; w half-width: 0.368
Interference at w=-1 after convergence: +0.4883
Inner potential, atom superposition: 22.7 V
Inner potential / beam voltage: 1.14e-03
Entrance reflection amplitude, U_g/(4K^2): 9.2e-05
Backscatter depth (rough): 300 nm
Diluted contrast, order of magnitude: 1.8 %
\end{verbatim}
